# Transmission and critical coupling of an all-pass ring resonator: a program that tests the result

```python
"""All-pass ring resonator: one bus waveguide coupled to one lossy ring.

Result under test (steady state, lossless coupler):
    T = (t^2 - 2 t a cos(phi) + a^2) / (1 - 2 t a cos(phi) + t^2 a^2),
which is zero only for t = a on resonance (phi = 2 pi m), 0 < t, a < 1.

t    field transmission of the coupler, straight through
a    field transmission of one turn of the ring; phi is its phase
S    coupler matrix, (bus out, ring out) = S (bus in, ring in)
B    power in the ring just after the coupler / input power
The reference values come from solving the field equations numerically
or from following the field turn by turn.
"""
import numpy as np
from scipy.constants import c
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def coupler(t):
    k = np.sqrt(1 - t**2)
    return np.array([[t, 1j * k], [1j * k, t]])


def solve_fields(S, turn):
    """Return bus output and ring field after the coupler, unit input."""
    M = np.array([[1, 0, -S[0, 1]], [0, 1, -S[1, 1]], [0, -turn, 1]],
                 dtype=complex)
    bus_out, ring_out, _ = np.linalg.solve(
        M, np.array([S[0, 0], S[1, 0], 0], dtype=complex))
    return bus_out, ring_out


def follow_turns(S, turn, count):
    """Bus output after 0, 1, 2, ... turns following switch-on."""
    ring_in, outputs = 0j, []
    for _ in range(count):
        bus_out, ring_out = S @ np.array([1, ring_in])
        outputs.append(bus_out)
        ring_in = turn * ring_out
    return np.array(outputs)


def T_formula(t, a, phi):
    top = t**2 - 2 * t * a * np.cos(phi) + a**2
    return top / (1 - 2 * t * a * np.cos(phi) + (t * a)**2)


def width_formula(t, a):
    return 4 * np.arcsin((1 - t * a) / (2 * np.sqrt(t * a)))


# Transmission formula, energy balance and turn-by-turn build-up
for t in (0.3, 0.8, 0.95):
    for a in (0.5, 0.8, 0.97):
        for phi in (0.0, 0.2, 1.7, np.pi):
            turn = a * np.exp(1j * phi)
            out, ring = solve_fields(coupler(t), turn)
            assert abs(abs(out)**2 - T_formula(t, a, phi)) < 1e-12
            assert abs(1 - abs(out)**2 - (1 - a**2) * abs(ring)**2) < 1e-11
            late = follow_turns(coupler(t), turn, 500)[-1]
            assert abs(late - out) < 1e-10

# A general unitary coupler only shifts the resonance phase
U = expm(1j * np.array([[0.3, 0.8 - 0.4j], [0.8 + 0.4j, -1.1]]))
for phi in np.linspace(0, 6, 13):
    out, _ = solve_fields(U, 0.7 * np.exp(1j * phi))
    shifted = phi + np.angle(U[1, 1])
    assert abs(abs(out)**2 - T_formula(abs(U[0, 0]), 0.7, shifted)) < 1e-12

# A lossy coupler moves the zero to a = S11 / det S
S_lossy = np.diag([0.99, 0.98]) @ coupler(0.9) @ np.diag([0.97, 0.96])
a_zero = brentq(lambda x: solve_fields(S_lossy, x)[0].real, 0.1, 0.999)
assert abs(a_zero - (S_lossy[0, 0] / np.linalg.det(S_lossy)).real) < 1e-10
assert abs(a_zero - S_lossy[0, 0].real) > 0.05

# Model ring
radius = 10e-6
loss_dB_per_cm = 20.0
n_eff0, n_group, wl0 = 2.4, 4.2, 1550e-9
length = 2 * np.pi * radius
turn_loss_dB = loss_dB_per_cm * length * 100
a = 10**(-turn_loss_dB / 20)
slope = (n_eff0 - n_group) / wl0


def phase(freq):
    wl = c / freq
    return 2 * np.pi * (n_eff0 + slope * (wl - wl0)) * length / wl


# The zero and the largest build-up are located numerically
t_zero = brentq(lambda x: solve_fields(coupler(x), a)[0].real, 0.5, 0.9999)
assert abs(t_zero - a) < 1e-10
best = minimize_scalar(lambda x: -abs(solve_fields(coupler(x), a)[1])**2,
                       bounds=(0.9, 0.9999), method="bounded",
                       options={"xatol": 1e-10})
assert abs(best.x - a) < 1e-6
assert abs(-best.fun * (1 - a**2) - 1) < 1e-9
phis = np.linspace(-np.pi, np.pi, 401)
scan = [abs(solve_fields(coupler(a), a * np.exp(1j * p))[0])**2 for p in phis]
assert np.argmin(scan) == 200 and scan[199] > 1e-3 and scan[201] > 1e-3

# Resonances, spacing and linewidth
mode = round(n_eff0 * length / wl0)
f_res, f_next = [brentq(lambda f: phase(f) - 2 * np.pi * m, 180e12, 205e12)
                 for m in (mode, mode + 1)]
fsr = f_next - f_res
assert abs(fsr / (c / (n_group * length)) - 1) < 1e-9


def T_freq(freq, t):
    return abs(solve_fields(coupler(t), a * np.exp(1j * phase(freq)))[0])**2


def measured_width(t):
    level = (1 + T_freq(f_res, t)) / 2
    low = brentq(lambda f: T_freq(f, t) - level, f_res - 0.3 * fsr, f_res)
    high = brentq(lambda f: T_freq(f, t) - level, f_res, f_res + 0.3 * fsr)
    return high - low


for t in (a, np.sqrt(0.99), np.sqrt(0.92)):
    predicted = fsr * width_formula(t, a) / (2 * np.pi)
    assert abs(measured_width(t) / predicted - 1) < 1e-6
width = measured_width(a)
assert T_freq(f_res, a) < 1e-15

# Switch-on at critical coupling
outputs = follow_turns(coupler(a), a, 400)
assert np.allclose(outputs, a**(2 * np.arange(400) + 1), rtol=1e-8, atol=1e-12)
turns = int(np.argmax(abs(outputs)**2 < 1e-3))
turn_time = n_group * length / c

print(f"ring radius = {radius*1e6:.1f} um")
print(f"ring length = {length*1e6:.3f} um")
print(f"propagation loss = {loss_dB_per_cm:.1f} dB/cm")
print(f"effective index at {wl0*1e9:.0f} nm = {n_eff0:.2f}")
print(f"group index = {n_group:.2f}")
print(f"loss per turn = {turn_loss_dB:.5f} dB")
print(f"field transmission per turn a = {a:.6f}")
print(f"power transmission per turn a^2 = {a*a:.6f}")
print(f"t at numerically found zero = {t_zero:.6f}")
k2_crit = 1 - a**2
print(f"critical power coupling kappa^2 = {k2_crit:.6f}")
print(f"mode number = {mode}")
print(f"resonance wavelength = {c/f_res*1e9:.3f} nm")
print(f"resonance frequency = {f_res/1e12:.4f} THz")
print(f"free spectral range = {fsr/1e9:.2f} GHz")
print(f"phase width at half depth, critical = {width_formula(a, a):.6f} rad")
print(f"linewidth, critical = {width/1e9:.3f} GHz")
print(f"loaded quality factor, critical = {f_res/width:.0f}")
phi_demo = 0.05
out_demo, _ = solve_fields(coupler(a), a * np.exp(1j * phi_demo))
print(f"critical, T at phase {phi_demo:.2f} rad = {abs(out_demo)**2:.5f}")
print(f"critical, T midway between resonances = {scan[0]:.6f}")

print("On resonance (fields relative to input field, powers to input power):")
cases = [("under-coupled", 0.01), ("critical", k2_crit),
         ("kappa^2 10% high", 1.1 * k2_crit), ("over-coupled", 0.08)]
for name, k2 in cases:
    t = np.sqrt(1 - k2)
    out, ring = solve_fields(coupler(t), a)
    leaked = (1j * np.sqrt(k2) * a * ring).real
    power = abs(out)**2
    shown = 0.0 if power < 1e-20 else power
    field = 0.0 if power < 1e-20 else out.real
    print(f"{name}: kappa^2 = {k2:.6f}, t = {t:.6f}")
    print(f"  leaked field = {leaked:.6f}, output field = {field:.6f}")
    print(f"  T = {shown:.6f}, build-up B = {abs(ring)**2:.3f}")
    if name.startswith("kappa"):
        print(f"  T in decibels = {10*np.log10(power):.2f} dB")

print(f"time per turn = {turn_time*1e12:.4f} ps")
print(f"critical, T just after switch-on = {abs(outputs[0])**2:.5f}")
print(f"turns until T < 0.001 = {turns}")
print(f"time until T < 0.001 = {turns*turn_time*1e12:.1f} ps")

kept = 0.99
S_excess = np.sqrt(kept) * coupler(a / np.sqrt(kept))
assert abs(S_excess[0, 0] - a) < 1e-12
residual = abs(solve_fields(S_excess, a)[0])**2
s11_zero = brentq(lambda s: solve_fields(
    np.sqrt(kept) * coupler(s / np.sqrt(kept)), a)[0].real, 0.9, 0.99)
assert abs(s11_zero - kept * a) < 1e-10
print(f"coupler excess power loss = {100*(1-kept):.1f} %")
print(f"lossy coupler with S11 = a: resonant T = {residual:.5f}")
print(f"lossy coupler: S11 that gives zero output = {s11_zero:.6f}")
print("tests ok")
```

Output:

```
ring radius = 10.0 um
ring length = 62.832 um
propagation loss = 20.0 dB/cm
effective index at 1550 nm = 2.40
group index = 4.20
loss per turn = 0.12566 dB
field transmission per turn a = 0.985637
power transmission per turn a^2 = 0.971479
t at numerically found zero = 0.985637
critical power coupling kappa^2 = 0.028521
mode number = 97
resonance wavelength = 1552.627 nm
resonance frequency = 193.0873 THz
free spectral range = 1136.03 GHz
phase width at half depth, critical = 0.057874 rad
linewidth, critical = 10.464 GHz
loaded quality factor, critical = 18453
critical, T at phase 0.05 rad = 0.74907
critical, T midway between resonances = 0.999791
On resonance (fields relative to input field, powers to input power):
under-coupled: kappa^2 = 0.010000, t = 0.994987
  leaked field = -0.510587, output field = 0.484400
  T = 0.234644, build-up B = 26.835
critical: kappa^2 = 0.028521, t = 0.985637
  leaked field = -0.985637, output field = 0.000000
  T = 0.000000, build-up B = 35.062
kappa^2 10% high: kappa^2 = 0.031373, t = 0.984189
  leaked field = -1.032536, output field = -0.048347
  T = 0.002337, build-up B = 34.981
  T in decibels = -26.31 dB
over-coupled: kappa^2 = 0.080000, t = 0.959166
  leaked field = -1.443876, output field = -0.484710
  T = 0.234943, build-up B = 26.825
time per turn = 0.8803 ps
critical, T just after switch-on = 0.97148
turns until T < 0.001 = 119
time until T < 0.001 = 104.8 ps
coupler excess power loss = 1.0 %
lossy coupler with S11 = a: resonant T = 0.11943
lossy coupler: S11 that gives zero output = 0.975780
tests ok
```
